**Dipole rows on a square lattice: lattice sums, cell choice and neglected effects**

For in-plane point dipoles of moment $p$ on a square lattice of spacing $a$, alternating head-to-tail rows have energy $-2.5494\,E_0$ per molecule and uniform alignment has $-2.2584\,E_0$, where $E_0=p^2/(4\pi\varepsilon_0a^3)$. The program asserts that direct lattice sums agree with the row formulas for both patterns, and that no common rotation in a one-molecule cell lowers the energy at the angles tried. It also asserts the three-row energy, the opposite effects of tilting in the two doubled cells, and the degeneracy of the alternating family at sampled angles. A numerical scan over wavevectors finds its lowest eigenvalue at the alternating pattern. Shifting alternate rows by half a spacing reverses the preference. For 2.0 D and 0.50 nm the gain is 5.8 meV per molecule; taken separately, induction changes it to 8.9 meV, finite charge separation to 4.3 meV and dielectric images to 5.7 meV. Monte Carlo sampling of an 8×8 cell gives an rms order of 0.86 at 100 K and 0.24 at 450 K, against 0.125 for random orientations.

## Program and output

```python
"""
Result under test: equal in-plane point dipoles on a square lattice have lower
energy in alternating head-to-tail rows than in uniform alignment, and a
one-molecule periodic cell cannot represent the alternating state.

Symbols: a = lattice spacing, p = dipole moment, E0 = p^2/(4 pi eps0 a^3).
Reduced energies are per molecule in units of E0; reduced lengths are in a.
V(d) = energy of one dipole with a whole parallel row at distance d.
gain = uniform energy minus alternating energy (positive: alternating wins).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import k0, zeta

# ---------- direct lattice sums from the dipole-dipole definition ----------
RADIUS = 600
axis = np.arange(-RADIUS, RADIUS + 1, dtype=float)
X, Y = axis[:, None], axis[None, :]
r2 = X**2 + Y**2
inside = (r2 > 0) & (r2 <= RADIUS**2)
r2[RADIUS, RADIUS] = 1.0
inv3 = inside / r2**1.5
KERNELS = {(0, 0): inv3 * (1 - 3 * X**2 / r2),
           (1, 1): inv3 * (1 - 3 * Y**2 / r2),
           (2, 2): inv3,
           (0, 1): -3 * inv3 * X * Y / r2}


def coupling(nx, ny):
    """Interaction tensors summed over periodic images, with continuum tail."""
    c = np.zeros((nx, ny, 3, 3))
    for i in range(nx):
        for j in range(ny):
            sx, sy = (i + RADIUS) % nx, (j + RADIUS) % ny
            for (u, v), kernel in KERNELS.items():
                c[i, j, u, v] = c[i, j, v, u] = kernel[sx::nx, sy::ny].sum()
    tail = np.diag([-np.pi, -np.pi, 2 * np.pi]) / (RADIUS * nx * ny)
    return c + tail


def direct_energy(pattern):
    """Energy per molecule of a periodic pattern with shape (nx, ny, 3)."""
    pattern = np.asarray(pattern, dtype=float)
    nx, ny, _ = pattern.shape
    c = coupling(nx, ny)
    total = 0.0
    for i in range(nx):
        for j in range(ny):
            shifted = np.roll(pattern, (-i, -j), axis=(0, 1))
            total += np.einsum('xyu,uv,xyv->', pattern, c[i, j], shifted)
    return 0.5 * total / (nx * ny)


# ---------- derived row formulas ----------
def row_coupling(d, shift=0.0, length=0.0):
    l = np.arange(1, 30)
    return 16 * np.pi**2 * np.sum(l**2 * k0(2 * np.pi * l * d)
                                  * np.cos(2 * np.pi * l * shift)
                                  * np.sinc(l * length)**2)


def row_direct(d, shift=0.0, length=0.0):
    x = np.arange(-20000, 20001) + shift
    r = np.hypot(x, d)
    if length == 0:
        return np.sum(1 / r**3 - 3 * x**2 / r**5)
    return np.sum(2 / r - 1 / np.hypot(x + length, d)
                  - 1 / np.hypot(x - length, d)) / length**2


rows = np.arange(1, 12)
v = np.array([row_coupling(m) for m in rows])
e_row = -2 * zeta(3)
e_uni = e_row + v.sum()
e_alt = e_row + np.sum((-1.0)**rows * v)
gain = 2 * v[::2].sum()
beta32 = (zeta(1.5, 0.25) - zeta(1.5, 0.75)) / 8
S3 = 4 * zeta(1.5) * beta32

ex, ey = np.array([1., 0, 0]), np.array([0, 1., 0])
direct_uni = direct_energy([[ex]])
direct_alt = direct_energy([[ex, -ex]])
assert abs(direct_uni - e_uni) < 1e-5
assert abs(direct_alt - e_alt) < 1e-5
assert abs(e_uni + S3 / 4) < 1e-10
assert direct_alt < direct_uni
assert abs(direct_uni - direct_alt - gain) < 1e-5

# A one-molecule cell: no in-plane or out-of-plane rotation helps.
for angle in (0.3, 0.8, 1.4):
    turned = np.cos(angle) * ex + np.sin(angle) * ey
    assert abs(direct_energy([[turned]]) - e_uni) < 1e-5
    tilted = np.array([np.cos(angle), 0, np.sin(angle)])
    expected = -S3 / 4 * np.cos(angle)**2 + S3 / 2 * np.sin(angle)**2
    assert abs(direct_energy([[tilted]]) - expected) < 1e-5
    assert expected > e_uni

# Three collinear rows cannot alternate perfectly.
not_third = rows % 3 != 0
e_three = e_uni - 4 / 3 * v[not_third].sum()
assert abs(direct_energy([[ex, ex, -ex]]) - e_three) < 1e-5
assert e_alt < e_three < e_uni

# Opposite tilts from uniform alignment in the two possible doubled cells.
tilt = np.radians(10)
plus = np.cos(tilt) * ex + np.sin(tilt) * ey
minus = np.cos(tilt) * ex - np.sin(tilt) * ey
tilt_two_rows = direct_energy([[plus, minus]]) - direct_uni
tilt_two_columns = direct_energy([[plus], [minus]]) - direct_uni
assert tilt_two_rows > 0 > tilt_two_columns

# Degenerate family: alternating x parts by row, alternating y parts by column.
for angle in (0.4, np.pi / 4, 1.1):
    family = [[np.cos(angle) * (-1)**j * ex + np.sin(angle) * (-1)**i * ey
               for j in range(2)] for i in range(2)]
    assert abs(direct_energy(family) - e_alt) < 1e-5

# Row formula on shifted, extended and non-integer-distance cases.
for args in ((1,), (1, 0.5), (1, 0.2), (1.56,), (1, 0, 0.3), (2, 0, 0.3)):
    assert abs(row_coupling(*args) - row_direct(*args)) < 1e-6
gain_staggered = 2 * sum(row_coupling(m, 0.5) for m in rows[::2])
assert gain_staggered < 0

# ---------- lowest eigenvalue over all wavevectors ----------
# The Gaussian window averages over nearby wavevectors; its error is of
# order 1/width^2 times the curvature, hence the tolerance below.
n, width = 512, 80.0
g = np.fft.fftfreq(n) * n
gx, gy = g[:, None], g[None, :]
s2 = gx**2 + gy**2
s2[0, 0] = 1.0
w = np.exp(-s2 / width**2) / s2**1.5
w[0, 0] = 0.0
jxx = np.fft.fft2(w * (1 - 3 * gx**2 / s2)).real
jyy = np.fft.fft2(w * (1 - 3 * gy**2 / s2)).real
jxy = np.fft.fft2(-3 * w * gx * gy / s2).real
jzz = np.fft.fft2(w).real
lowest = (jxx + jyy) / 2 - np.hypot((jxx - jyy) / 2, jxy)
where = np.unravel_index(np.argmin(lowest), lowest.shape)
bound = 0.5 * min(lowest.min(), jzz.min())
assert sorted(int(k) for k in where) == [0, n // 2]
assert jzz.min() > lowest.min()
assert abs(bound - e_alt) < 3e-3

# ---------- worked example ----------
moment_D, a_nm, T_process, T_cold = 2.0, 0.50, 450.0, 100.0
alpha_nm3, length_nm, height_nm, eps_sub = 0.005, 0.15, 0.30, 9.0
debye = 1e-21 / const.c
E0_J = (moment_D * debye)**2 / (4 * np.pi * const.epsilon_0 * (a_nm * 1e-9)**3)
E0 = E0_J / const.e * 1e3
coverage = 1 / (a_nm * 1e-7)**2

# Induction: closed form against minimization of field plus distortion energy.
alpha = alpha_nm3 / a_nm**3


def induced(e):
    return e / (1 + 2 * e * alpha)


for e_direct, e_formula in ((direct_uni, e_uni), (direct_alt, e_alt)):
    best = minimize_scalar(lambda q: e_direct * q**2 + (q - 1)**2 / (2 * alpha),
                           bounds=(0.5, 3), method='bounded')
    assert abs(best.fun - induced(e_formula)) < 1e-4
gain_induced = induced(e_uni) - induced(e_alt)

gain_extended = 2 * sum(row_coupling(m, 0, length_nm / a_nm) for m in rows[::2])
image = (eps_sub - 1) / (eps_sub + 1)
gain_image = 2 * sum(row_coupling(m) - image
                     * row_coupling(np.hypot(m, 2 * height_nm / a_nm))
                     for m in rows[::2])

# ---------- thermal order: Metropolis sampling of in-plane rotors ----------
L = 8
N = L * L
cell = coupling(L, L)[:, :, :2, :2]
ix, iy = np.divmod(np.arange(N), L)
J = cell[(ix[None, :] - ix[:, None]) % L, (iy[None, :] - iy[:, None]) % L].copy()
self_energy = 0.5 * cell[0, 0, 0, 0]
J[np.arange(N), np.arange(N)] = 0.0
columns = [np.ascontiguousarray(J[:, i].reshape(2 * N, 2)) for i in range(N)]
row_sign, col_sign = (-1.0)**iy, (-1.0)**ix


def sample(t, seed, sweeps=2400, warmup=400):
    """Mean energy and rms order at reduced temperature t = kT/E0."""
    rng = np.random.default_rng(seed)
    spins = np.stack([row_sign, np.zeros(N)], axis=1)
    angles = np.arctan2(spins[:, 1], spins[:, 0])
    field = np.einsum('ijuv,jv->iu', J, spins).reshape(-1)
    step = min(np.pi, 1.5 * np.sqrt(t))
    energies, orders = [], []
    for sweep in range(sweeps):
        trial = angles + rng.uniform(-step, step, N)
        threshold = -t * np.log(1 - rng.random(N))
        cos_new, sin_new = np.cos(trial), np.sin(trial)
        for i in range(N):
            dx = cos_new[i] - spins[i, 0]
            dy = sin_new[i] - spins[i, 1]
            if dx * field[2 * i] + dy * field[2 * i + 1] <= threshold[i]:
                field += columns[i] @ np.array([dx, dy])
                spins[i, 0], spins[i, 1] = cos_new[i], sin_new[i]
                angles[i] = trial[i]
        if sweep >= warmup:
            energies.append(0.5 * spins.reshape(-1) @ field / N + self_energy)
            orders.append(np.mean(row_sign * spins[:, 0])**2
                          + np.mean(col_sign * spins[:, 1])**2)
    half = len(orders) // 2
    halves = np.sqrt([np.mean(orders[:half]), np.mean(orders[half:])])
    return np.mean(energies), np.sqrt(np.mean(orders)), abs(halves[0] - halves[1])


# Near zero temperature each rotor must carry kT/2 above the ground state;
# the tolerance covers sampling noise, soft modes and anharmonicity.
t_test = 0.02
e_test, _, _ = sample(t_test, 1)
assert abs((e_test - e_alt) / (t_test / 2) - 1) < 0.15
kT = const.k / const.e * 1e3
_, order_cold, scatter_cold = sample(kT * T_cold / E0, 2)
_, order_hot, scatter_hot = sample(kT * T_process / E0, 3)
assert order_cold > order_hot

# ---------- printed numbers ----------
print(f"Lattice sum S3: {S3:.6f}")
print(f"Single-row energy: {e_row:.6f} E0")
print(f"Row coupling V(1): {v[0]:.6f} E0")
print(f"Row coupling V(2): {v[1]:.6f} E0")
print(f"Row coupling V(3): {v[2]:.3e} E0")
print(f"Uniform energy, row formula: {e_uni:.6f} E0")
print(f"Uniform energy, direct sum: {direct_uni:.6f} E0")
print(f"Alternating energy, row formula: {e_alt:.6f} E0")
print(f"Alternating energy, direct sum: {direct_alt:.6f} E0")
print(f"Gain of alternating rows: {gain:.6f} E0")
print(f"Gain relative to uniform energy: {100 * gain / -e_uni:.2f} %")
print(f"Best collinear three-row cell: {e_three:.6f} E0")
print(f"Share of gain in three-row cell: {(e_uni - e_three) / gain:.4f}")
print(f"Opposite 10 deg tilts, two-row cell: {tilt_two_rows:+.5f} E0")
print(f"Opposite 10 deg tilts, cell doubled along x: {tilt_two_columns:+.5f} E0")
print(f"Gain with alternate rows shifted a/2: {gain_staggered:.6f} E0")
print(f"Lower bound from wavevector scan: {bound:.3f} E0")
print(f"Dipole moment: {moment_D:.1f} D")
print(f"Spacing: {a_nm:.2f} nm")
print(f"Coverage: {coverage:.2e} molecules/cm2")
print(f"Energy unit E0: {E0:.3f} meV")
print(f"Uniform energy: {e_uni * E0:.2f} meV/molecule")
print(f"Alternating energy: {e_alt * E0:.2f} meV/molecule")
print(f"Gain: {gain * E0:.2f} meV/molecule")
print(f"Gain at doubled spacing: {gain * E0 / 8:.2f} meV/molecule")
print(f"Polarizability volume: {alpha_nm3:.3f} nm3")
print(f"Uniform energy with induction: {induced(e_uni) * E0:.2f} meV")
print(f"Alternating energy with induction: {induced(e_alt) * E0:.2f} meV")
print(f"Gain with induction: {gain_induced * E0:.2f} meV")
print(f"Charge separation: {length_nm:.2f} nm")
print(f"Gain with finite charge separation: {gain_extended * E0:.2f} meV")
print(f"Height above dielectric: {height_nm:.2f} nm")
print(f"Substrate relative permittivity: {eps_sub:.1f}")
print(f"Image factor: {image:.2f}")
print(f"Gain with dielectric images: {gain_image * E0:.2f} meV")
print(f"Thermal energy at {T_cold:.0f} K: {kT * T_cold:.2f} meV")
print(f"Thermal energy at {T_process:.0f} K: {kT * T_process:.2f} meV")
print(f"Rms order at {T_cold:.0f} K, 8x8 cell: {order_cold:.2f}")
print(f"Half-run difference at {T_cold:.0f} K: {scatter_cold:.3f}")
print(f"Rms order at {T_process:.0f} K, 8x8 cell: {order_hot:.2f}")
print(f"Half-run difference at {T_process:.0f} K: {scatter_hot:.3f}")
print(f"Rms order of random orientations, 8x8 cell: {1 / np.sqrt(N):.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
Lattice sum S3: 9.033622
Single-row energy: -2.404114 E0
Row coupling V(1): 0.145515 E0
Row coupling V(2): 0.000193 E0
Row coupling V(3): 2.950e-07 E0
Uniform energy, row formula: -2.258405 E0
Uniform energy, direct sum: -2.258405 E0
Alternating energy, row formula: -2.549436 E0
Alternating energy, direct sum: -2.549436 E0
Gain of alternating rows: 0.291031 E0
Gain relative to uniform energy: 12.89 %
Best collinear three-row cell: -2.452683 E0
Share of gain in three-row cell: 0.6675
Opposite 10 deg tilts, two-row cell: +0.15908 E0
Opposite 10 deg tilts, cell doubled along x: -0.00878 E0
Gain with alternate rows shifted a/2: -0.287946 E0
Lower bound from wavevector scan: -2.549 E0
Dipole moment: 2.0 D
Spacing: 0.50 nm
Coverage: 4.00e+14 molecules/cm2
Energy unit E0: 19.973 meV
Uniform energy: -45.11 meV/molecule
Alternating energy: -50.92 meV/molecule
Gain: 5.81 meV/molecule
Gain at doubled spacing: 0.73 meV/molecule
Polarizability volume: 0.005 nm3
Uniform energy with induction: -55.05 meV
Alternating energy with induction: -63.97 meV
Gain with induction: 8.91 meV
Charge separation: 0.15 nm
Gain with finite charge separation: 4.27 meV
Height above dielectric: 0.30 nm
Substrate relative permittivity: 9.0
Image factor: 0.80
Gain with dielectric images: 5.70 meV
Thermal energy at 100 K: 8.62 meV
Thermal energy at 450 K: 38.78 meV
Rms order at 100 K, 8x8 cell: 0.86
Half-run difference at 100 K: 0.050
Rms order at 450 K, 8x8 cell: 0.24
Half-run difference at 450 K: 0.010
Rms order of random orientations, 8x8 cell: 0.125
ALL CHECKS PASSED
```
